\section*{Lindhard angles along the 100 and 110 rows of silicon}

\section*{Problem}

A beam of fast ions enters a silicon crystal almost parallel to a row of atoms. If the angle between beam and row is small enough, an ion that does not enter right beside a row is turned away gently by many atoms in succession and stays clear of the nuclei. This is channelling. The Lindhard characteristic angle sets the angular scale of the effect:
\begin{equation}
\psi_1=\sqrt{\frac{2Z_1Z_2k}{E\,d}},\qquad k=\frac{e^2}{4\pi\varepsilon_0}=1.4400\ \text{eV nm}.
\label{eq:psi1}
\end{equation}
Here $Z_1$ and $Z_2=14$ are the atomic numbers of the ion and of silicon, $E$ is the kinetic energy of the ion, and $d$ is the distance between neighbouring atoms \emph{within} one row. Silicon has the diamond structure with cubic edge $a=0.5431$ nm.

\begin{enumerate}
\item[(a)] Find $d$ for the rows along $[100]$ and $[110]$.
\item[(b)] Derive the angular scale (\ref{eq:psi1}) from the repulsion between the ion and a row of screened atoms.
\item[(c)] By what percentage do the characteristic angles along the two directions differ at fixed energy? Evaluate both for protons of 1.0 MeV.
\item[(d)] Above what energy may $\psi_1$ be used? What replaces it, and what becomes of the ratio, for boron of 10 keV?
\item[(e)] Estimate how thermal vibration, neighbouring rows, energy loss and relativity change the proton result.
\end{enumerate}

In (b) to (d), treat the ion classically and non-relativistically, take the row as straight, static and isolated, and use angles in radians small enough that $\sin\psi\approx\psi$.

\section*{Solution}

\subsection*{(a) Spacing within a row}

The diamond structure consists of two face-centred cubic sublattices. The atoms of the first lie at
\begin{equation}
\mathbf R=\frac a2(n_1,n_2,n_3),\qquad n_1+n_2+n_3\ \text{even},
\end{equation}
with integer $n_i$. Those of the second lie at the same points shifted by $\frac a4(1,1,1)$.

Start from the atom at the origin and move along $[100]$. An atom of the first sublattice on this line has $n_2=n_3=0$, so $n_1$ must be even, and the nearest one is at $(a,0,0)$. An atom of the second sublattice has $y=\frac a4+\frac a2n_2$, which is zero for no integer $n_2$. None of these atoms lies on the line, and
\begin{equation}
d_{100}=a=0.5431\ \text{nm}.
\end{equation}

Along $[110]$ the points have $n_1=n_2=n$ and $n_3=0$. The sum $2n$ is even for every $n$, so the nearest atom is at $\frac a2(1,1,0)$. The second sublattice is again absent, because $z=\frac a4+\frac a2n_3$ cannot vanish. Therefore
\begin{equation}
d_{110}=\frac a2\sqrt{1^2+1^2}=\frac{a}{\sqrt2}=0.3840\ \text{nm}.
\end{equation}
The atoms of the second sublattice form parallel rows of their own, with the same spacings.

The density gives a check. The cubic cell holds 8 atoms, so the number of rows per unit area, divided by $d$, must equal $8/a^3$. Seen along $[100]$, the 8 atoms of a cell project onto 8 different points of a face of area $a^2$, and $(8/a^2)/a=8/a^3$, as required. Along $[110]$ the same density requires $8d_{110}/a^3=8/(\sqrt2\,a^2)$ rows per unit area. The $\langle110\rangle$ rows are thus more densely filled, but there are fewer of them. This is why the distance between atoms in a row must not be confused with the distance between rows.

\subsection*{(b) Where the characteristic angle comes from}

\paragraph{The smeared row.} Describe the repulsion between the ion and one atom at distance $R$ by Lindhard's screened potential,
\begin{equation}
V(R)=Z_1Z_2k\left[\frac1R-\frac1{\sqrt{R^2+C^2s^2}}\right],\qquad C^2=3,
\label{eq:V}
\end{equation}
where $s$ is the screening length. Close to the nucleus the first term dominates and the repulsion is that of bare charges. Far away the two terms nearly cancel, because the electrons hide the nucleus.

An ion moving almost parallel to the row passes many atoms while its distance $r$ from the row hardly changes. It then responds to the average of $V$ along the row,
\begin{equation}
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .
\end{equation}
Each term of (\ref{eq:V}) alone gives a divergent integral, so integrate from $-L$ to $L$ first. With $q=\sqrt{r^2+C^2s^2}$ and $\int dz/\sqrt{r^2+z^2}=\operatorname{arsinh}(z/r)$,
\begin{equation}
\int_{-L}^{L}\left[\frac1{\sqrt{r^2+z^2}}-\frac1{\sqrt{q^2+z^2}}\right]dz
=2\operatorname{arsinh}\frac Lr-2\operatorname{arsinh}\frac Lq .
\end{equation}
For large $u$, $\operatorname{arsinh}u=\ln(u+\sqrt{u^2+1})\to\ln 2u$. The length $L$ cancels, leaving $2\ln(q/r)=\ln(q^2/r^2)$. Hence
\begin{equation}
U(r)=\frac{Z_1Z_2k}{d}\,\ln\!\left(1+\frac{C^2s^2}{r^2}\right).
\label{eq:U}
\end{equation}
The factor $1/d$ is the number of atoms per unit length: a denser row repels more strongly.

\paragraph{Transverse energy.} The smeared potential does not depend on $z$, so the momentum along the row is conserved. The total energy is conserved too, and therefore so is the energy of the transverse motion. Far from the row the transverse velocity is $v\sin\psi\approx v\psi$, and the transverse energy is $\frac12Mv^2\psi^2=E\psi^2$. Let the path lie in a plane containing the row. At the closest approach $r_{\min}$ the transverse velocity is zero, so
\begin{equation}
E\psi^2=U(r_{\min}).
\label{eq:balance}
\end{equation}
Insert (\ref{eq:U}) and divide by $E$:
\begin{equation}
\psi^2=\frac{Z_1Z_2k}{Ed}\ln\!\left(1+\frac{C^2s^2}{r_{\min}^2}\right)
=\frac{\psi_1^2}{2}\ln\!\left(1+\frac{C^2s^2}{r_{\min}^2}\right).
\label{eq:angle}
\end{equation}
The second form uses $\psi_1^2=2Z_1Z_2k/(Ed)$. All dependence on energy, charge of the ion and spacing, apart from any dependence of $s$ on the ion, is now in $\psi_1$.

To see what the scale means, solve (\ref{eq:angle}) for the distance:
\begin{equation}
r_{\min}=\frac{Cs}{\sqrt{e^{2\psi^2/\psi_1^2}-1}} .
\end{equation}
An ion arriving at $\psi=\psi_1$ would reach $r_{\min}=Cs/\sqrt{e^2-1}=0.69\,s$. For a proton in silicon, with $s=0.8853\,a_0/Z_2^{1/3}=0.0194$ nm and $a_0$ the Bohr radius, this is 0.013 nm. The rough thermal displacement of a silicon atom from its row near room temperature is 0.011 nm (part (e)). So at $\psi_1$ the ion begins to reach the region where displaced nuclei are found, and gentle steering gives way to hard collisions. The angle is a scale and not a sharp boundary.

\subsection*{(c) The two directions compared}

Hold the ion and its energy fixed. In (\ref{eq:psi1}) everything but $d$ cancels from the ratio:
\begin{equation}
\frac{\psi_1(110)}{\psi_1(100)}=\sqrt{\frac{d_{100}}{d_{110}}}
=\sqrt{\frac{a}{a/\sqrt2}}=\sqrt{\sqrt2}=2^{1/4}=1.189 .
\label{eq:ratio}
\end{equation}
The characteristic angle is about 19 percent larger along $\langle110\rangle$. The atoms there are closer by a factor $\sqrt2$, the row potential is higher by the same factor, and the angle grows as the square root of the potential.

The ratio also applies to the actual angles in (\ref{eq:angle}) if both rows are approached to the same $r_{\min}$, since the logarithm is then common to both. The result does not depend on the value of $s$. Nor does it depend on the shape of the atomic potential, because for any $V$ whose integral along the row converges, the smeared potential is $1/d$ times a function of $r$ alone.

For protons of 1.0 MeV,
\begin{align}
\psi_1(100)&=\sqrt{\frac{2\times1\times14\times1.4400\ \text{eV nm}}{10^6\ \text{eV}\times0.5431\ \text{nm}}}
=\sqrt{7.42\times10^{-5}}=8.62\ \text{mrad},\\
\psi_1(110)&=\sqrt{\frac{40.32\ \text{eV nm}}{10^6\ \text{eV}\times0.3840\ \text{nm}}}
=\sqrt{1.050\times10^{-4}}=10.25\ \text{mrad}.
\end{align}
In degrees these are $0.494^\circ$ and $0.587^\circ$. Since $\psi_1$ depends on the product $Ed$, the comparison can also be read at fixed angle: the $\langle110\rangle$ row has the same $\psi_1$ at 1.41 MeV as the $\langle100\rangle$ row at 1.0 MeV.

\paragraph{A test without smearing.} The step from separate atoms to a smooth row can be tested by integrating the path of the proton past individual atoms with the potential (\ref{eq:V}). For small angles $dz=v\,dt$, so $M\ddot x=F_x$ becomes
\begin{equation}
\frac{d^2x}{dz^2}=\frac{F_x}{Mv^2}=\frac{F_x}{2E}.
\end{equation}
The paths start 0.3 nm from the row, at four positions relative to the atoms, with angles from 5.0 to 8.5 mrad. The angle at which the mean closest approach is 0.025 nm turns out to be 6.159 mrad for the $\langle100\rangle$ row and 7.324 mrad for the $\langle110\rangle$ row. Their ratio is 1.189, in agreement with (\ref{eq:ratio}).

For the first of these angles (\ref{eq:angle}) gives 6.2 mrad. The slight difference has a simple source: at 0.3 nm the ion already has some potential energy. From (\ref{eq:U}), $U(0.3\ \text{nm})/E\approx4.6\times10^{-7}$, which is 1.2 percent of $\psi^2$ and so 0.6 percent of $\psi$. This energy also scales as $1/d$, so it does not disturb the ratio. The protons leave the row at their angle of incidence, as from a mirror, to within 0.45 percent of that angle. Even this small difference is mostly not a failure of smearing: the steeper paths are followed to beyond 0.3 nm, where the ion gains a little speed from the potential energy it had at the start.

\subsection*{(d) Range of validity and the low-energy case}

\paragraph{The condition.} Smearing makes sense if the ion passes several atoms during its turn. The turn takes place over a transverse distance of order $r_{\min}$, and thus over a length of order $r_{\min}/\psi$ along the row. We need $r_{\min}/\psi>d$. Near $\psi=\psi_1$ the closest approach is of order $s$, which gives the estimate
\begin{equation}
\psi_1<\frac sd .
\label{eq:cond}
\end{equation}
Squaring and inserting (\ref{eq:psi1}),
\begin{equation}
\frac{2Z_1Z_2k}{Ed}<\frac{s^2}{d^2}
\quad\Longrightarrow\quad
E>\frac{2Z_1Z_2k\,d}{s^2}.
\end{equation}
For protons along $\langle100\rangle$ the right-hand side is
\begin{equation}
\frac{40.32\times0.5431}{(0.0194)^2}\ \text{eV}\approx58\ \text{keV},
\end{equation}
and along $\langle110\rangle$ it is 41 keV. These are orders of magnitude for a gradual change. At 1.0 MeV the condition is well met: 8.62 mrad against $s/d=35.8$ mrad, and 10.25 mrad against 50.6 mrad.

\paragraph{Boron of 10 keV.} For a boron ion take $s=0.8853\,a_0/\sqrt{Z_1^{2/3}+Z_2^{2/3}}=0.0159$ nm, which allows for the electrons of both partners. The limit along $\langle100\rangle$ is then 436 keV, far above 10 keV. Formula (\ref{eq:psi1}) would give 193 mrad, while $s/d$ is 29.2 mrad, so $\psi_1$ is not a usable channelling angle here.

Paths past separate atoms show the failure. At $0.7\,\psi_1$, with 16 starting positions along the $\langle100\rangle$ row, the exit angle misses mirror reflection by up to 662 percent of the angle of incidence. So large a deflection lies outside the small-angle equation, and the figure shows that steering has failed without giving a reliable exit angle.

\paragraph{The replacement.} At low energy the ion must stay far enough from the row to feel several atoms in turn. The limiting case of the condition above is $r_{\min}=\psi d$. If this distance is large compared with $Cs$, then $\ln(1+x)\approx x$ in (\ref{eq:angle}), and
\begin{equation}
\psi^2=\frac{\psi_1^2}{2}\,\frac{C^2s^2}{\psi^2d^2}
\quad\Longrightarrow\quad
\psi^4=\frac{C^2s^2\psi_1^2}{2d^2}.
\end{equation}
The positive fourth root is the low-energy characteristic angle
\begin{equation}
\psi_2=\sqrt{\frac{Cs\,\psi_1}{\sqrt2\,d}} .
\end{equation}
At fixed energy $\psi_1\propto d^{-1/2}$, so $\psi_2\propto(d^{-1/2}d^{-1})^{1/2}=d^{-3/4}$. Therefore
\begin{equation}
\frac{\psi_2(110)}{\psi_2(100)}=\left(\sqrt2\right)^{3/4}=2^{3/8}=1.297 .
\end{equation}
The difference between the directions is now about 30 percent. A closer spacing helps twice: it raises the row potential, and it lets the ion approach more closely before it notices the gaps.

For boron of 10 keV along $\langle100\rangle$,
\begin{equation}
\psi_2=\sqrt{\frac{1.732\times0.0159\times0.193}{1.414\times0.5431}}\approx0.083
\quad\text{or}\quad 4.8^\circ,
\end{equation}
and along $\langle110\rangle$ it is 0.108, or $6.2^\circ$. At half of $\psi_2$ along $\langle100\rangle$ the computed paths are again mirror-like, to 0.1 percent of the angle of incidence.

The expansion of the logarithm is rough here. With $r_{\min}=0.083\times0.5431=0.045$ nm and $Cs=0.0275$ nm, the expansion variable is $x=(Cs/r_{\min})^2\approx0.37$, while $\ln(1+x)\approx0.32$. Solving $E\psi^2=U(\psi d)$ with the full logarithm lowers the ratio from 1.297 to 1.287. Both angles become smaller, that of the $\langle110\rangle$ row by a slightly larger fraction, because its $r_{\min}$ is smaller, 0.041 nm, and its $x$ larger.

\subsection*{(e) What the isolated static row leaves out}

\paragraph{Vibration and neighbouring rows.} Take a root-mean-square vibration amplitude of 0.0075 nm per axis, a rough value for silicon near room temperature. Two axes are perpendicular to the row, so the displacement from it is $\rho=\sqrt2\times0.0075=0.0106$ nm. By the cubic symmetry of the crystal, it is the same for both directions.

In a crystal the ion does not come from infinity. It moves in a channel between rows, where the potential has a minimum $U_{\text{ch}}$ above zero. A better estimate of the critical angle is therefore
\begin{equation}
E\psi_c^2=\overline{U_{\text{tot}}(\rho)}-U_{\text{ch}},
\label{eq:crit}
\end{equation}
where $U_{\text{tot}}$ is summed over the surrounding rows and the bar is an average over a circle of radius $\rho$ around one row. The tail of (\ref{eq:U}) falls as $1/r^2$, so each sum over a plane of rows grows logarithmically with the cutoff radius, although the difference in (\ref{eq:crit}) converges. The Molière potential, which falls exponentially, makes each term finite and is used here. Its smeared form is
\begin{equation}
U_{\text M}(r)=\frac{2Z_1Z_2k}{d}\sum_{i=1}^{3}w_iK_0\!\left(\frac{b_ir}{s}\right),
\end{equation}
with $w_i=(0.10,0.55,0.35)$, $b_i=(6,1.2,0.3)$ and $K_0$ the modified Bessel function.

For protons of 1.0 MeV, (\ref{eq:crit}) gives 8.54 mrad along $\langle100\rangle$ and 10.57 mrad along $\langle110\rangle$. Both are close to $\psi_1$, but their ratio is 1.24, about 4 percent above 1.189. An isolated row would give $2^{1/4}$ at equal $\rho$ for this potential too. The excess therefore comes from the other rows. They leave a higher minimum $U_{\text{ch}}$ in the $\langle100\rangle$ channel than in the more open $\langle110\rangle$ channel, and this lowers the $\langle100\rangle$ angle more. Their potential near the chosen row acts weakly in the opposite sense. The size of the excess depends on the tail of the potential: with (\ref{eq:U}) in place of the Molière form, (\ref{eq:crit}) gives 9.19 and 11.16 mrad, a ratio of 1.21, about 2 percent above 1.189.

If the mean-square amplitude is doubled, as in a much hotter crystal, the angles fall to 7.37 and 9.24 mrad and the ratio becomes 1.25. Vibration thus changes each angle by more than it changes the ratio.

\paragraph{Energy loss and relativity.} With a rough stopping power of 40 eV/nm, a proton loses 4 keV in 100 nm. Since $\psi_1\propto E^{-1/2}$, the angle grows by
\begin{equation}
\left(\frac{1000}{1000-4}\right)^{1/2}-1\approx0.20\ \text{percent}.
\end{equation}
In relativistic motion $2E$ is replaced by $pv$, the product of momentum and velocity, which raises $\psi_1$ by 0.027 percent. This second factor is the same for both directions and cancels from the ratio. The first cancels as far as the stopping power is the same along both.

\paragraph{Comparison with practice.} Protons of about 1 MeV are used in ion-beam analysis of crystals, where the yield of close collisions is recorded as the sample is tilted through a row direction. Of the effects estimated here, the neighbouring rows change the ratio most, from 1.19 to between 1.21 and 1.24, depending on the potential. The width of a measured dip also depends on multiple scattering, beam divergence, lattice damage and surface oxide, which are not included, so none of these numbers is a prediction of a measured width.

Boron of 10 keV belongs to shallow doping, where the 19 percent rule does not apply and the isolated-row estimate is nearer 30 percent. That estimate leaves out the neighbouring rows. The slow ions turn back farther from the row, where its own potential is weaker, so the neighbours can change the ratio by more than the 2 to 4 percent found for protons. For a wafer whose surface normal is $\langle100\rangle$, a tilt of the normal from the beam by more than $4.8^\circ$ takes the beam outside the estimated $\langle100\rangle$ angle at this energy. It does not by itself exclude channelling, because the beam may then lie close to another row or to a crystal plane, and ions can be scattered into a channel inside the crystal.

The main computed values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Silicon lattice parameter: 0.5431 nm
Coulomb constant k = e^2/(4 pi eps0): 1.4400 eV nm
Row spacing d along 100: 0.5431 nm
Row spacing d along 110: 0.3840 nm
Spacing ratio d100/d110: 1.4142
Proton energy: 1.0 MeV
Screening length for protons: 0.0194 nm
psi1 along 100: 8.62 mrad = 0.494 degrees
psi1 along 110: 10.25 mrad = 0.587 degrees
Ratio psi1(110)/psi1(100): 1.1892
Increase from 100 to 110: 18.9 percent
Closest approach chosen for path test: 0.025 nm
Path angle for it, 100 row: 6.159 mrad
Path angle for it, 110 row: 7.324 mrad
Ratio of the path angles: 1.1892
Largest mirror-reflection error, protons: 0.45 percent
Validity limit s/d along 100: 35.8 mrad
Validity limit s/d along 110: 50.6 mrad
Lowest proton energy for psi1, 100: 58 keV
Lowest proton energy for psi1, 110: 41 keV
Boron energy: 10 keV
Screening length for boron: 0.0159 nm
Lowest boron energy for psi1, 100: 436 keV
Boron psi1 along 100 (not applicable): 193 mrad
Boron limit s/d along 100: 29.2 mrad
Boron psi2 along 100: 83.0 mrad = 4.76 degrees
Boron psi2 along 110: 107.6 mrad = 6.17 degrees
Ratio psi2(110)/psi2(100): 1.2968
Same ratio, full row potential solved: 1.2869
Boron mirror error at 0.7 psi1: 662 percent
Boron mirror error at 0.5 psi2: 0.1 percent
Vibration amplitude per axis (rough input): 0.0075 nm
Critical angle with all rows, 100: 8.54 mrad
Critical angle with all rows, 110: 10.57 mrad
Ratio with all rows: 1.237
Hot crystal (mean square doubled), 100: 7.37 mrad
Hot crystal (mean square doubled), 110: 9.24 mrad
Ratio in the hot crystal: 1.253
Stopping power (rough input): 40 eV/nm
Depth for energy loss: 100 nm
Shift of psi1 by energy loss: 0.20 percent
Shift of psi1 by relativity: 0.027 percent
\end{verbatim}
